# Sauter's K-Shell Photoelectron Distribution and Its High-Energy Cross Section

## Result and range of validity

A photon of energy $\omega$ ejects an electron from the filled 1s shell of a bare point nucleus of charge $Z$. In units $\hbar=m=c=1$, let $\varepsilon=1+\omega$ be the energy of the outgoing electron including its rest energy, $p=\sqrt{\varepsilon^2-1}=\sqrt{\omega(\omega+2)}$ its momentum, $\beta=p/\varepsilon$ its velocity, and $\theta$ its angle to the photon direction. For unpolarized light and both 1s electrons together, the leading order in $Z\alpha$ is

$$
\frac{d\sigma}{d\Omega}=2r_0^2\alpha^4Z^5\,\frac{p^3}{\omega^5}\,
\frac{\sin^2\theta}{\varepsilon^4(1-\beta\cos\theta)^4}
\left[1+\tfrac12\varepsilon(\varepsilon-1)(\varepsilon-2)(1-\beta\cos\theta)\right]. \tag{1}
$$

Here $r_0$ is the classical electron radius, equal to $\alpha$ in these units. The total cross section is

$$
\sigma=4\pi r_0^2\alpha^4Z^5\frac{p^3}{\omega^5}\left\{\frac43+\frac{\varepsilon(\varepsilon-2)}{\varepsilon+1}\left[1-\frac{1}{2\varepsilon p}\ln\frac{\varepsilon+p}{\varepsilon-p}\right]\right\}, \tag{2}
$$

and for $\omega\gg1$ it tends to $4\pi r_0^2\alpha^4Z^5/\omega$.

To use other units, read $\omega$ as $\hbar\omega/mc^2$ and $p$ as $p/mc$. In atomic units $1/\omega$ becomes $c^2/\omega$, so the limit reads $4\pi r_0^2\alpha^4Z^5c^2/\omega$.

With $\eta=Z\alpha$, the conditions are $\eta\ll1$ and $\eta/\beta\ll1$. The second excludes the threshold region, where the slow electron is strongly distorted by the nucleus. The binding energy, about $\eta^2/2$, is dropped. Screening, nuclear size and radiative corrections are left out.

## Cross section and amplitude

For any vector $\mathbf a$ write $\alpha_a=\boldsymbol\alpha\cdot\mathbf a$ and $\sigma_a=\boldsymbol\sigma\cdot\mathbf a$; $\alpha$ without a subscript is the fine-structure constant, and $\beta_D$ is the Dirac matrix. The photon has momentum $\mathbf k=\omega\mathbf n$ and real unit polarization $\mathbf e$, with $\mathbf e\cdot\mathbf n=0$.

With one photon per unit volume the flux is 1 and the vector potential has amplitude $\sqrt{4\pi/2\omega}$; the charge satisfies $e^2=\alpha$. Since $d^3p=p\varepsilon\,d\varepsilon\,d\Omega$, the golden rule gives for one electron

$$
\frac{d\sigma_1}{d\Omega}=2\pi\,\frac{4\pi\alpha}{2\omega}\,\frac{p\varepsilon}{(2\pi)^3}|T|^2=\frac{\alpha p\varepsilon}{2\pi\omega}|T|^2,\qquad
T=\langle\psi_p^-|\alpha_e e^{i\mathbf k\cdot\mathbf r}|1s\rangle. \tag{3}
$$

The final state $\psi_p^-$ is a plane wave of unit amplitude plus incoming scattered waves.

The nucleus takes up the momentum $-\mathbf q$, where $\mathbf q=\mathbf p-\mathbf k$. Its square is

$$
q^2=p^2+\omega^2-2p\omega\cos\theta=2\omega(\varepsilon-p\cos\theta)=\frac{2\omega}{x},\qquad x=\frac1{\varepsilon-p\cos\theta}, \tag{4}
$$

because $p^2+\omega^2=2\omega^2+2\omega=2\omega\varepsilon$. Under the stated conditions $q\gg\eta$, whereas a typical bound momentum is of order $\eta$. The atom must therefore supply a large momentum through one Coulomb interaction, either before or after the photon is absorbed.

**Interaction before absorption.** In momentum space the bound-state equation is

$$
(E-\alpha_q-\beta_D)\psi(\mathbf q)=\int\frac{d^3s}{(2\pi)^3}V(\mathbf q-\mathbf s)\psi(\mathbf s),\qquad V(\mathbf q)=-\frac{4\pi\eta}{q^2}.
$$

The integral comes mainly from $s\sim\eta$, so $V(\mathbf q-\mathbf s)$ may be replaced by $V(\mathbf q)$. What remains is the wave function at the origin, $\psi_0u_0$, with $\psi_0^2=\eta^3/\pi$ and $u_0$ a spinor at rest. With $E\to1$,

$$
\psi(\mathbf q)=(1-\alpha_q-\beta_D)^{-1}V(\mathbf q)\psi_0u_0
=-\frac{1+\beta_D+\alpha_q}{q^2}V(\mathbf q)\psi_0u_0 .
$$

The inverse follows from $(\alpha_q+\beta_D)^2=q^2+1$. Since $\beta_Du_0=u_0$, this is $8\pi\eta\psi_0q^{-4}(1+\tfrac12\alpha_q)u_0$. The small component has relative size $q/2$, yet it cannot be dropped even when $q$ is small: $\alpha_e$ connects large components with small ones, so this component contributes to the same order as the small component of the final spinor. The plane-wave part of the final state contributes $u_p^\dagger\alpha_e\psi(\mathbf q)$ to $T$.

**Interaction after absorption.** The first scattering correction to the final state contributes

$$
\int\frac{d^3s}{(2\pi)^3}u_p^\dagger V(\mathbf q-\mathbf s)\,(\varepsilon-\alpha_{k+s}-\beta_D)^{-1}\alpha_e\psi(\mathbf s).
$$

The region $s\sim\eta$ again gives the leading term. There the resolvent is

$$
(\varepsilon-\alpha_k-\beta_D)^{-1}=\frac{\varepsilon+\alpha_k+\beta_D}{\varepsilon^2-\omega^2-1}=\frac{\varepsilon+\alpha_k+\beta_D}{2\omega}.
$$

Large $s$ requires a second Coulomb interaction and belongs to the next order. Both contributions thus contain one factor $V(\mathbf q)$, and the consistent leading amplitude is $T=V(\mathbf q)\psi_0\,u_p^\dagger Bu_0$ with

$$
B=\frac{\varepsilon+\beta_D+\alpha_k}{2\omega}\alpha_e-\alpha_e\frac{1+\beta_D+\alpha_q}{q^2}. \tag{5}
$$

From $|V|^2\psi_0^2=16\pi\eta^5/q^4$ and $\alpha\eta^5=r_0^2\alpha^4Z^5$, two electrons give

$$
\frac{d\sigma}{d\Omega}=16r_0^2\alpha^4Z^5\frac{p\varepsilon}{\omega q^4}S,\qquad
S=\tfrac12\sum_{\rm spins}|u_p^\dagger Bu_0|^2. \tag{6}
$$

## Spin algebra

In the first term of (5), $\beta_D\alpha_eu_0=-\alpha_eu_0$ and $\varepsilon-1=\omega$. Hence

$$
Bu_0=\tfrac12(1+\alpha_n)\alpha_eu_0-\frac1{q^2}\alpha_e(2+\alpha_q)u_0.
$$

Write $u_0=(\chi,0)$ and

$$
u_p=\sqrt{\frac{\varepsilon+1}{2\varepsilon}}\left(\chi',\frac{\sigma_p}{\varepsilon+1}\chi'\right).
$$

One matrix $\alpha_a$ moves $\chi$ to the lower component, and two return it to the upper one. Thus $u_p^\dagger Bu_0=\sqrt{(\varepsilon+1)/2\varepsilon}\;\chi'^\dagger M\chi$, where, with $a=1/q^2$,

$$
M=\tfrac12\sigma_n\sigma_e-a\,\sigma_e\sigma_q+\frac{\tfrac12-2a}{\varepsilon+1}\sigma_p\sigma_e .
$$

Now $\mathbf q=\mathbf p-\omega\mathbf n$. Because $\mathbf e\perp\mathbf n$, $\sigma_e\sigma_n=-\sigma_n\sigma_e$; also $\sigma_e\sigma_p=2\mathbf e\cdot\mathbf p-\sigma_p\sigma_e$. Therefore

$$
\sigma_e\sigma_q=2\mathbf e\cdot\mathbf p-\sigma_p\sigma_e+\omega\sigma_n\sigma_e .
$$

The total coefficient of $\sigma_p\sigma_e$ is

$$
a+\frac{\tfrac12-2a}{\varepsilon+1}=\frac{\tfrac12+a(\varepsilon-1)}{\varepsilon+1}=\frac{\tfrac12+a\omega}{\varepsilon+1}.
$$

By (4), $a\omega=x/2$, so that

$$
M=-\frac x\omega\,\mathbf e\cdot\mathbf p+\sigma_g\sigma_e,\qquad
\mathbf g=\frac{1-x}{2}\mathbf n+\frac{1+x}{2(\varepsilon+1)}\mathbf p. \tag{7}
$$

Let $W=\tfrac12{\rm Tr}\,M^\dagger M$. Using $\tfrac12{\rm Tr}\,\sigma_g\sigma_e=\mathbf g\cdot\mathbf e$,

$$
W=\frac{x^2}{\omega^2}(\mathbf e\cdot\mathbf p)^2-\frac{2x}{\omega}(\mathbf e\cdot\mathbf p)(\mathbf g\cdot\mathbf e)+g^2,\qquad
\mathbf g\cdot\mathbf e=\frac{1+x}{2(\varepsilon+1)}\mathbf e\cdot\mathbf p.
$$

After multiplication by $\varepsilon+1=\omega+2$, the coefficient of $(\mathbf e\cdot\mathbf p)^2$ becomes

$$
\frac{x^2(\omega+2)}{\omega^2}-\frac{x(1+x)}{\omega}=\frac{2x^2}{\omega^2}-\frac x\omega .
$$

For $g^2$, use $p^2/(\varepsilon+1)=\varepsilon-1$ and $p\cos\theta=\varepsilon-1/x$:

$$
\begin{aligned}
4(\varepsilon+1)g^2&=(1-x)^2(\varepsilon+1)+(1+x)^2(\varepsilon-1)+2(1-x^2)(\varepsilon-1/x)\\
&=2\varepsilon(1+x^2)-4x+2\varepsilon-2\varepsilon x^2-2/x+2x\\
&=4\varepsilon-2x-2/x .
\end{aligned}
$$

On the other hand,

$$
p^2\sin^2\theta=\varepsilon^2-1-(\varepsilon-1/x)^2=\frac1x\left(2\varepsilon-x-\frac1x\right).
$$

Comparison gives $(\varepsilon+1)g^2=\tfrac12x\,p^2\sin^2\theta$. Let $\phi$ be the azimuth of $\mathbf p$ measured from $\mathbf e$, so that $(\mathbf e\cdot\mathbf p)^2=p^2\sin^2\theta\cos^2\phi$. Then

$$
(\varepsilon+1)W=\frac{p^2x^2\sin^2\theta}{\omega^2}\left[\cos^2\phi\left(2-\frac\omega x\right)+\frac{\omega^2}{2x}\right].
$$

Finally $S=(\varepsilon+1)W/2\varepsilon$ and $1/q^4=x^2/4\omega^2$. Substitution in (6) gives the result for linear polarization:

$$
\frac{d\sigma}{d\Omega}=2r_0^2\alpha^4Z^5\frac{p^3}{\omega^5}x^4\sin^2\theta
\left[\cos^2\phi\left(2-\frac\omega x\right)+\frac{\omega^2}{2x}\right]. \tag{8}
$$

For unpolarized light $\cos^2\phi\to\tfrac12$, and the bracket becomes $1+\omega(\omega-1)/2x$. With $1/x=\varepsilon(1-\beta\cos\theta)$ and $\omega=\varepsilon-1$ this is (1).

The zero at $\theta=0$ belongs to the leading order. Angular momentum along the photon direction does not enforce it: a photon of helicity $+1$ can turn an initial spin projection $-\tfrac12$ into $+\tfrac12$ with the electron going straight forward.

## The forward tilt

At low velocity the first term of (7) dominates, and the amplitude is proportional to $\mathbf e\cdot\mathbf p/q^4$. The dipole factor gives $\sin^2\theta$. The factor $1/q^8\propto x^4$ favours directions in which the nucleus has to absorb less momentum, and by (4) these lie forward. To first order in $\beta$ the bracket in (1) is 1, since $\omega\approx\beta^2/2$, and with $\mu=\cos\theta$

$$
\frac{d\sigma}{d\Omega}\propto(1-\mu^2)(1+4\beta\mu).
$$

The maximum satisfies $-2\mu+4\beta(1-3\mu^2)=0$, hence $\cos\theta_{\rm peak}=2\beta$ to first order. The mean cosine is

$$
\langle\mu\rangle=4\beta\,\frac{\int_{-1}^1\mu^2(1-\mu^2)d\mu}{\int_{-1}^1(1-\mu^2)d\mu}=4\beta\,\frac{4/15}{4/3}=\frac{4\beta}{5}.
$$

At $\beta=0.01$ the full formula gives $1.9996$ and $0.8000$ for the two cosines divided by $\beta$. The derivation from (1) assumes $\eta\ll\beta\ll1$, but the tilt itself does not need $\eta\ll\beta$. With a nonrelativistic Coulomb wave for the outgoing electron, the angular distribution is proportional to $\sin^2\theta/(q^2+\eta^2)^4$. Since $p^2+\eta^2=2\omega$ when the binding energy is kept, $q^2+\eta^2\approx2\omega(1-\beta\cos\theta)$ to first order, and both laws remain good when $\beta$ is comparable with $\eta\ll1$. The Coulomb distortion then changes the size of the cross section strongly, but hardly its tilt. This holds for the bare point nucleus. A real atom at such velocities is near its K edge, where screening acts on the slow electron, and the argument does not cover that case.

At high energy put $\theta=t/\varepsilon$. Since $\varepsilon-p=1/(\varepsilon+p)\approx1/2\varepsilon$, one has $1/x\approx(1+t^2)/2\varepsilon$. The second term of the bracket, about $\varepsilon(1+t^2)/4$, is then much larger than 1, so

$$
\frac{d\sigma}{d\Omega}\propto\frac{t^2}{(1+t^2)^3}.
$$

Setting the derivative with respect to $t^2$ to zero gives $1+t^2=3t^2$, or $\theta_{\rm peak}=1/(\sqrt2\,\varepsilon)$.

Between these limits, (1) moves the peak from $78.7^\circ$ at $\beta=0.1$ to $42.7^\circ$ at $\beta=0.5$, $15.6^\circ$ at $\beta=0.9$ and $5.3^\circ$ at $\beta=0.99$. These are properties of the leading-order formula. At $\beta=0.1$ it gives the size of the cross section only if $Z\alpha\ll0.1$, which aluminium, with $Z\alpha\approx0.095$, does not satisfy. The peak angle at this velocity is much less sensitive, for the reason just given.

## Total cross section and its limits

The angular integral simplifies with

$$
\mu'=\frac{\varepsilon\mu-p}{\varepsilon-p\mu}.
$$

Direct differentiation and $\varepsilon^2-p^2=1$ give $d\mu'=x^2d\mu$. Similarly $1-\mu'^2=x^2(1-\mu^2)$ and $\varepsilon+p\mu'=x$. The end points $\pm1$ are unchanged. Thus

$$
\int_{-1}^1(1-\mu^2)x^4d\mu=\int_{-1}^1(1-\mu'^2)d\mu'=\frac43,
$$

$$
J=\int_{-1}^1(1-\mu^2)x^3d\mu=\int_{-1}^1\frac{1-\mu'^2}{\varepsilon+p\mu'}d\mu'.
$$

Polynomial division turns the last integrand into

$$
-\frac{\mu'}p+\frac\varepsilon{p^2}-\frac1{p^2(\varepsilon+p\mu')},
$$

where $1-\varepsilon^2/p^2=-1/p^2$ was used. Therefore

$$
J=\frac{2\varepsilon}{p^2}\left[1-\frac1{2\varepsilon p}\ln\frac{\varepsilon+p}{\varepsilon-p}\right].
$$

The cross section is $4\pi r_0^2\alpha^4Z^5(p^3/\omega^5)[\tfrac43+\tfrac12\omega(\omega-1)J]$. Since $p^2=\omega(\omega+2)$, the prefactor of the square bracket in $J$ becomes $\varepsilon(\omega-1)/(\omega+2)=\varepsilon(\varepsilon-2)/(\varepsilon+1)$, which proves (2).

**High energy.** Expand the two factors:

$$
\frac{p^3}{\omega^5}=\frac1{\omega^2}\left(1+\frac3\omega+\dots\right),\qquad
\frac{\varepsilon(\varepsilon-2)}{\varepsilon+1}=\varepsilon-3+\frac3{\varepsilon+1}=\omega-2+O(1/\omega).
$$

The logarithm changes the braces in (2) by a term of order $\ln\omega/\omega$. The braces are therefore $\omega-\tfrac23$ up to vanishing terms, and

$$
\sigma=\frac{4\pi r_0^2\alpha^4Z^5}{\omega}\left(1+\frac7{3\omega}+\dots\right). \tag{9}
$$

The leading term comes from the second part of the bracket in (1). Without that part $\sigma$ would fall as $\omega^{-2}$. The bracket splits according to the two terms of (7). The spin term $\sigma_g\sigma_e$ alone contributes $\omega^2/2x$, and since $\tfrac12\omega^2J\to\omega$ it supplies the whole leading coefficient. The term in $\mathbf e\cdot\mathbf p$ alone contributes $1+\omega/2$, which by itself would give $2/3$ of the coefficient, but the interference of the two terms contributes $-\tfrac\omega2(1+1/x)$ and cancels this $\omega/2$. The ratio of (2) to the limit is 2.73 at $\omega=2$, 1.23 at 10 and 1.02 at 100, so the limit formula is a poor substitute for (2) near 1 MeV.

**Low energy.** For $\eta^2/2\ll\omega\ll1$, $p^3\approx(2\omega)^{3/2}$ and the braces tend to $4/3$. This gives

$$
\sigma\approx\frac{32\sqrt2\,\pi}{3}r_0^2\alpha^4Z^5\omega^{-7/2}.
$$

## Numerical evaluation

At small angle and high energy, compute $1/x$ as

$$
\frac1x=\frac1{\varepsilon+p}+2p\sin^2\frac\theta2,
$$

which avoids subtracting nearly equal numbers. A quadrature in $\mu$ meets a pole at $\mu=1/\beta$, close to the interval when $\beta\to1$. It then needs many nodes. In the variable $\mu'$ the first integrand is a polynomial. The second keeps a pole, at $\mu'=-1/\beta$, just as close to the interval, but the pole is now simple instead of triple. This saves nodes, though the relative saving shrinks as higher accuracy is demanded.

As an example take aluminium, $Z=13$, treated as a bare nucleus with two 1s electrons, at $\omega=0.5$, or 255.5 keV. The limit formula gives $2.101\times10^{-3}$ barn, and this equals $8\pi r_0^2\alpha^4Z^5$, so $r_0^2\alpha^4Z^5=8.361\times10^{-5}$ barn. Further, $p=1.118$, $p^3/\omega^5=44.72$ and $J=1.0227$. The braces are $1.3333-0.125\times1.0227=1.2055$, and

$$
\sigma=4\pi\times8.361\times10^{-5}\times44.72\times1.2055\ {\rm barn}=0.0566\ {\rm barn}.
$$

The peak lies at $26.3^\circ$. There $1/x=0.498$, $\sin^2\theta=0.196$ and the bracket is $0.938$, which gives a height of $0.0224$ barn/sr.

At $\omega=2$, or 1022 keV, $p^3/\omega^5=0.7071$ and the braces are $1.9275$. The total is $1.43\times10^{-3}$ barn, with the peak at $11.8^\circ$.

## Comparison with Dirac-Coulomb partial waves

The derivation rests on keeping one Coulomb interaction. It was tested against a calculation that makes no expansion in $\eta$: the Dirac-Coulomb 1s state and continuum states, the latter normalized in energy, are combined with the full factor $e^{i\mathbf k\cdot\mathbf r}$, and the partial-wave amplitudes are summed with their phases.

For $\eta=0.03,\,0.06,\,0.09$ at $\omega=0.5$, the ratio of this total to (2) is $0.8961,\,0.8093,\,0.7354$. The combination $3f(0.03)-3f(0.06)+f(0.09)$ removes linear and quadratic terms in $\eta$ and gives $0.996$. At $\omega=2$ it gives $0.997$. The extrapolated angular distribution differs from (1) by at most about 0.4% of the peak height at $\omega=0.5$ and 2.9% at $\omega=2$. Two sources of difference remain. Cubic and logarithmic terms in $\eta$ survive the extrapolation. Also, the partial-wave sum is cut off at $|\kappa|\le13$ for $\omega=0.5$ and $|\kappa|\le20$ for $\omega=2$; it converges more slowly at $\omega=2$, where the pole at $\cos\theta=1/\beta$ lies closer to the physical range. The 2.9% is mostly this truncation: with $|\kappa|\le36$ it falls to 0.3%, while at $\omega=0.5$ the difference stays at 0.4% with $|\kappa|\le22$. The totals and mean cosines move by at most $10^{-4}$ under these extensions.

Leaving out the scattering of the outgoing electron, the first term of (5), raises the total by 35% at $\omega=0.5$ and by 47% at $\omega=2$. A plane-wave final state is therefore inconsistent at these energies even as $\eta\to0$.

At the actual charge of aluminium the partial-wave total is 0.72 of (2) at $\omega=0.5$ and 0.78 at $\omega=2$, or about $0.041$ and $1.11\times10^{-3}$ barn. For $Z=50$ the ratios fall to 0.36 and 0.47. Nothing in the derivation makes the next order in $\eta$ small as $\omega$ grows, so high photon energy is no licence to use (1) for absolute cross sections of heavy atoms.

The mean direction is less sensitive in these cases. At $\omega=0.5$ the mean cosine is 0.669 from (1), 0.666 from partial waves for $Z=13$ and 0.617 for $Z=50$. At $\omega=2$ the corresponding values are 0.872, 0.868 and 0.847. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
electron rest energy = 510.999 keV
classical electron radius = 2.81794 fm
1s tail / leading form: upper 1.0005, lower 1.0000 (eta=0.001, Q=1.3 mc)
beta=0.01: peak cosine/beta = 1.9996, mean cosine/beta = 0.8000
omega=1e4 mc^2: peak angle*energy = 0.70706 rad mc^2
omega=1e4 mc^2: (sigma/limit-1)*omega = 2.3326 mc^2
Forward tilt: beta, photon energy/keV, peak angle/deg, mean cosine
  0.10      2.574    78.68  0.0802
  0.30     24.674    58.61  0.2445
  0.50     79.052    42.66  0.4217
  0.70    204.543    29.23  0.6209
  0.90    661.313    15.59  0.8302
  0.99   3111.377     5.26  0.9491
Total / high-energy limit: omega/mc^2, ratio
      2.0  2.7259
     10.0  1.2320
    100.0  1.0231
   1000.0  1.0023
omega = 0.5 mc^2 = 255.50 keV, beta = 0.7454
  partial-wave/Sauter total at eta=0.03,0.06,0.09: 0.8961, 0.8093, 0.7354
  extrapolated to eta=0: 0.9959; largest angular error/peak = 0.0044
  mean cosine: extrapolated 0.6694, Sauter 0.6693
  plane-wave final state only / Sauter = 1.3549
  Z=13: Sauter total = 5.66412e-02 barn
  Z=13: high-energy limit formula = 2.10127e-03 barn
  Z=13: peak at 26.30 deg, height 2.24376e-02 barn/sr
  Z=13: partial-wave/Sauter total = 0.7245, mean cosine = 0.6658
  Z=50: partial-wave/Sauter total = 0.3649, mean cosine = 0.6165
omega = 2.0 mc^2 = 1022.00 keV, beta = 0.9428
  partial-wave/Sauter total at eta=0.03,0.06,0.09: 0.9163, 0.8456, 0.7848
  extrapolated to eta=0: 0.9968; largest angular error/peak = 0.0286
  mean cosine: extrapolated 0.8718, Sauter 0.8719
  plane-wave final state only / Sauter = 1.4699
  Z=13: Sauter total = 1.43198e-03 barn
  Z=13: high-energy limit formula = 5.25317e-04 barn
  Z=13: peak at 11.84 deg, height 2.12555e-03 barn/sr
  Z=13: partial-wave/Sauter total = 0.7757, mean cosine = 0.8681
  Z=50: partial-wave/Sauter total = 0.4693, mean cosine = 0.8472
```
